# Why the sodium nd doublets are inverted

**Q:** Alkali doublets are always regular, I would say. One electron sits outside closed shells, the shells are spherical, so the electron moves in a central potential. Spin-orbit coupling then puts \(j=l+\tfrac12\) above \(j=l-\tfrac12\). Where could this go wrong?

**A:** Write the argument out first, so that we can see what it assumes. In Hartree atomic units, with fine-structure constant \(\alpha\), the spin-orbit operator for a local central potential energy \(V(r)\) is, to leading order in \(\alpha^2\),

\[
h_{so}=\xi(r)\,\mathbf l\cdot\mathbf s,\qquad \xi(r)=\frac{\alpha^2}{2}\,\frac1r\frac{dV}{dr}.
\]

From \(\mathbf j^2=\mathbf l^2+\mathbf s^2+2\,\mathbf l\cdot\mathbf s\),

\[
L_j\equiv\langle\mathbf l\cdot\mathbf s\rangle=\tfrac12\left[j(j+1)-l(l+1)-\tfrac34\right],
\]

which is \(l/2\) for \(j=l+\tfrac12\) and \(-(l+1)/2\) for \(j=l-\tfrac12\). The splitting, upper \(j\) minus lower \(j\), is therefore \((l+\tfrac12)\zeta\) with \(\zeta=\langle\xi\rangle\).

For sodium take the nucleus and the electrostatic (Hartree) field of the ten core electrons. If \(N(r)\) is the number of core electrons inside radius \(r\), Gauss's law gives

\[
\frac{dV}{dr}=\frac{Z-N(r)}{r^2},\qquad \xi(r)=\frac{\alpha^2}{2}\,\frac{Z-N(r)}{r^3}.
\]

Since \(N\le10\) and \(Z=11\), \(\xi\) is positive everywhere. For an nd level this direct term is

\[
\Delta_{dir}=E(5/2)-E(3/2)=\tfrac52\zeta>0 .
\]

**Q:** That is my claim, with a proof.

**A:** It is a proof for a local potential common to both values of \(j\). The core does more than provide such a potential. Antisymmetry adds exchange, which is nonlocal and is not fixed by the total core density alone. The core orbitals feel spin-orbit coupling too, so 2p\(_{1/2}\) and 2p\(_{3/2}\) have different radial functions.

**Q:** But both 2p subshells are full. Surely a filled subshell has no preferred direction, for orbit or for spin?

**A:** Correct, and it means that exchange cannot split the \(2j+1\) states of one level. It may still shift \(j=5/2\) and \(j=3/2\) differently, because \(\mathbf l\cdot\mathbf s\) of the valence electron is itself a scalar.

**Q:** Then show me the shift. I do not want to accept a table of coupling coefficients.

**A:** We need one angular identity. The setting is a frozen core: the valence electron does not relax it. For now I keep only the large components of the orbitals.

Let the valence radial function be \(S(r)\) and the core ones \(P_{1/2}(r)\) and \(P_{3/2}(r)\), all normalized as \(\int P^2dr=1\). Expand the repulsion as

\[
\frac1{r_{12}}=\sum_k g_k\sum_q C^{k*}_q(1)\,C^k_q(2),\qquad g_k=\frac{r_<^k}{r_>^{k+1}},
\]

where \(C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}\). Summing \(\phi\phi^\dagger\) over a filled subshell gives its radial product times the projector \(\Pi_j\) on its spin-angle functions. The exchange energy with the 2p core is then

\[
E_{ex}=-\sum_{j'}\sum_k G^k(j')\Big\langle\sum_q C^{k*}_q\,\Pi_{j'}\,C^k_q\Big\rangle,
\]

\[
G^k(j')=\iint S(r)P_{j'}(r)\,g_k\,S(r')P_{j'}(r')\,dr\,dr'.
\]

The bracket is taken in the valence state with \(l=2\). Let \(\Pi\) project on \(l'=1\) and let \(\mathbf l'\) be the orbital angular momentum there. In that space \(\mathbf l'\cdot\mathbf s\) equals \(\tfrac12\) for \(j'=3/2\) and \(-1\) for \(j'=1/2\), so

\[
\Pi_{3/2}=\tfrac23\,\Pi\,(1+\mathbf l'\cdot\mathbf s),\qquad
\Pi_{1/2}=\tfrac13\,\Pi\,(1-2\,\mathbf l'\cdot\mathbf s).
\]

Inserting the two eigenvalues gives 1 and 0 for the first, 0 and 1 for the second, as it should.

**Q:** So you need the sums over \(q\) with \(\Pi\) alone and with \(\Pi\,\mathbf l'\) in the middle.

**A:** Yes. Consider the set of functions \(\Pi C^k_q|lm\rangle\) for all \(q\). The label \(q\) transforms under rotation like an angular momentum \(k\). The set is thus a state in the product of an \(l'\) space and a \(k\) space, and it has total angular momentum \(l\). Call its squared norm \(w_k\). Then

\[
\sum_q C^{k*}_q\,\Pi\,C^k_q=w_k,\qquad
\sum_q C^{k*}_q\,\Pi\,\mathbf l'\,C^k_q=w_kf_k\,\mathbf l .
\]

The second relation is the projection of the vector \(\mathbf l'\) on the total \(\mathbf l\), so \(f_k=\langle\mathbf l'\cdot\mathbf l\rangle/[l(l+1)]\). The remaining vector is \(\mathbf l-\mathbf l'\), whose square is \(k(k+1)\). Hence

\[
f_k=\frac{l(l+1)+l'(l'+1)-k(k+1)}{2l(l+1)} .
\]

For the norm, average over \(m\) and apply the addition theorem to the three sums over magnetic labels:

\[
w_k=\frac{2l'+1}{2}\int_{-1}^{1}P_l(x)P_{l'}(x)P_k(x)\,dx ,
\]

where these \(P\) are Legendre polynomials. For \(l=2\), \(l'=1\), use \(xP_2=(2P_1+3P_3)/5\) and \(\int P_k^2dx=2/(2k+1)\):

\[
w_1=\tfrac32\cdot\tfrac25\cdot\tfrac23=\tfrac25,\qquad
w_3=\tfrac32\cdot\tfrac35\cdot\tfrac27=\tfrac9{35}.
\]

The projection factors are \(f_1=(6+2-2)/12=\tfrac12\) and \(f_3=(6+2-12)/12=-\tfrac13\).

**Q:** The \(C^k_q\) do not touch spin, so \(\mathbf l'\cdot\mathbf s\) turns into \(f_k\,\mathbf l\cdot\mathbf s\) of the valence electron?

**A:** Yes, and that is how the valence \(j\) enters. With \(L_j=1\) for d\(_{5/2}\) and \(-\tfrac32\) for d\(_{3/2}\),

\[
E_{ex}(j)=-\sum_k w_k\left[\tfrac23(1+f_kL_j)\,G^k(3/2)+\tfrac13(1-2f_kL_j)\,G^k(1/2)\right].
\]

Subtract the two levels at fixed \(S\). The terms without \(L_j\) cancel, and \(L_{5/2}-L_{3/2}=\tfrac52\). With \(\delta G^k=G^k(3/2)-G^k(1/2)\),

\[
\Delta_{ex}=-\tfrac23\cdot\tfrac52\sum_kw_kf_k\,\delta G^k .
\]

Here \(w_1f_1=\tfrac15\) and \(w_3f_3=-\tfrac3{35}\), so

\[
\Delta_{ex}=-\tfrac13\,\delta G^1+\tfrac17\,\delta G^3 .
\]

If the two 2p subshells share one radial function, this vanishes. Your picture of a featureless closed shell is right in that limit.

**Q:** What about 1s and 2s?

**A:** For them \(l'=0\), so there is no \(\mathbf l'\cdot\mathbf s\) to pass on. At this level they add no term that depends on \(j\).

**Q:** Now the sign. Which 2p orbital has the larger \(G^k\)?

**A:** Spin-orbit coupling is repulsive for 2p\(_{3/2}\) and attractive for 2p\(_{1/2}\), and it is strongest near the nucleus. One expects 2p\(_{3/2}\) to be more extended and to overlap more with 3d, which lies mostly outside the core. A Dirac–Fock calculation of Na\(^+\) confirms this: the mean radii are 0.7945 bohr for 2p\(_{1/2}\) and 0.7967 bohr for 2p\(_{3/2}\). With these orbitals and a nonrelativistic Hartree–Fock 3d function, in cm\(^{-1}\),

\[
\delta G^1=31.3550-31.0239=0.3311,
\]
\[
\delta G^3=17.2449-17.0616=0.1833 .
\]

Therefore

\[
\Delta_{ex}=-\frac{0.3311}{3}+\frac{0.1833}{7}=-0.1104+0.0262=-0.0842\ \text{cm}^{-1}.
\]

**Q:** The radii differ by 0.3 percent. How can such a small change compete with the direct term?

**A:** The integrals change by about 1.1 percent, and the direct term is itself tiny. For 3d, \(\zeta=0.01675\) cm\(^{-1}\), so

\[
\Delta_{dir}=\tfrac52(0.01675)=0.0419\ \text{cm}^{-1}.
\]

One percent of an exchange integral of 31 cm\(^{-1}\) is larger than that. The sum is \(0.0419-0.0842=-0.0423\) cm\(^{-1}\). In this estimate d\(_{5/2}\) lies below d\(_{3/2}\), and the doublet is inverted.

**Q:** You mix relativistic core orbitals with a nonrelativistic 3d. Can both effects be taken consistently to first order in spin-orbit coupling?

**A:** Yes, for the spin-orbit operator of the nuclear and Hartree field. The exchange part of the two-electron spin-orbit operator is of the same order in \(\alpha^2\), but it is left out here. Start from the nonrelativistic Hartree–Fock core with one 2p function \(P\) of energy \(\varepsilon\). Add \(\xi\,\mathbf l\cdot\mathbf s\), with \(\xi\) from the Hartree field above, to every electron. To first order the core functions become

\[
P_{j'}=P+c_{j'}u,\qquad c_{3/2}=\tfrac12,\quad c_{1/2}=-1,
\]

with \(u\) orthogonal to \(P\). The \(c_{j'}\) are the values of \(\mathbf l'\cdot\mathbf s\). We must check that the self-consistent field respects this form.

The Hartree field does not change, since the density change is proportional to

\[
2Pu\,[4\cdot\tfrac12+2\cdot(-1)]=0 .
\]

The s orbitals do not respond either. The altered exchange would act on them through a vector operator within \(l=0\), and that is zero.

The 2p orbitals do respond to one another. For \(l=l'=1\), using \(x^2=(1+2P_2)/3\), the weights are \(w_0=1\) and \(w_2=\tfrac25\), with \(f_0=1\) and \(f_2=(2+2-6)/4=-\tfrac12\). So \(w_0f_0=1\) and \(w_2f_2=-\tfrac15\). Define

\[
Y^k(h)(r)=\int g_k\,h(r')\,dr',
\]
\[
X_k[u]P=P\,Y^k(uP)+u\,Y^k(P^2).
\]

In the exchange formula the radial factor of each core subshell changes by its own \(c\) times \(X_k[u]\). The terms without \(L\) cancel, \(\tfrac23\cdot\tfrac12+\tfrac13\cdot(-1)=0\), and the terms with \(L\) add to \(f_kL\,(\tfrac13+\tfrac23)=f_kL\), where \(L=c_{j'}\) for the 2p orbital acted on. The change of the 2p mean-field operator, acting on \(P\), is therefore \(c_{j'}\) times \(\xi P-X_0[u]P+\tfrac15X_2[u]P\). The minus sign belongs to exchange. First-order perturbation theory for the eigenfunction then gives

\[
(F-\varepsilon)u=-\left(\xi P-X_0[u]P+\tfrac15X_2[u]P-\delta P\right),
\]

where \(F\) is the unperturbed radial Fock operator and \(\delta\) makes the right side orthogonal to \(P\). The factor \(c_{j'}\) has dropped out, so one function \(u\) serves both subshells.

**Q:** And the valence level?

**A:** Its first-order energy change is the expectation value of the changed operator in the unperturbed nd function. To first order

\[
\delta G^k=2(c_{3/2}-c_{1/2})R^k=3R^k,
\]
\[
R^k=\iint S(r)P(r)\,g_k\,S(r')u(r')\,dr\,dr'.
\]

The factor 2 appears because \(P_{j'}\) occurs twice in \(G^k\). Inserting this in \(\Delta_{ex}\) and adding the direct term,

\[
\Delta=\tfrac52\zeta-R^1+\tfrac37R^3 .
\]

For 3d, \(R^1=0.11401\) and \(R^3=0.06313\) cm\(^{-1}\), so

\[
\Delta_{ex}=-0.11401+\tfrac37(0.06313)=-0.0870\ \text{cm}^{-1},
\]
\[
\Delta=0.0419-0.0870=-0.0451\ \text{cm}^{-1}.
\]

As a test of the coefficients and of \(u\), the core was also solved self-consistently with separate radial functions for each \(j\) and a small spin-orbit term of either sign. The numerical derivative reproduces the exchange term within the tolerance of 0.2 percent.

**Q:** Why is this called exchange polarization? You distorted the core by its own spin-orbit coupling, not by the valence electron.

**A:** The two descriptions give the same energy. Collect the terms linear in \(u\) as

\[
Au=(F-\varepsilon)u-X_0[u]P+\tfrac15X_2[u]P .
\]

In the space orthogonal to \(P\), \(Au=-\xi P\). The operator \(A\) is symmetric: for any \(v\),

\[
\int v\,X_k[u]P\,dr=\int vP\,Y^k(uP)\,dr+\int vu\,Y^k(P^2)\,dr
\]

is unchanged when \(u\) and \(v\) are exchanged. Now write \(\Delta_{ex}=-\int q\,u\,dr\), where

\[
q=S\left[Y^1(SP)-\tfrac37Y^3(SP)\right]
\]

is the exchange source due to the valence electron. Then

\[
\Delta_{ex}=\int q\,A^{-1}(\xi P)\,dr=\int (A^{-1}q)\,\xi P\,dr .
\]

On the right, exchange with nd acts first. Its source is \(-q\), because the exchange energy is \(-\int q\,u\,dr\). Just as the source \(\xi P\) gives \(u=-A^{-1}(\xi P)\), this source distorts 2p in proportion to \(t=+A^{-1}q\). Core spin-orbit coupling then acts on the distorted orbital, with an energy proportional to \(+\int t\,\xi P\,dr\), which is the form of the right-hand side. At this order the effect contains one valence–core exchange interaction and one core spin-orbit interaction, linked by the response of the core, and their order does not matter.

**Q:** All this rests on a first-order operator. Does the inversion survive in a fully relativistic mean field?

**A:** It does in frozen-core Dirac–Fock theory with the Coulomb repulsion. There the 3d splitting is \(-0.0451\) cm\(^{-1}\), or \(-1.35\) GHz.

I would not read the agreement with the first-order formula as accuracy in the last digit. Both values use the same radial basis and integration grid, so their agreement does not test these. An error of a few percent in the total would not change its sign. The formula omits exchange through the small components, which Dirac–Fock includes. The exchange estimate from the Dirac 2p orbitals, \(-0.0842\), also differs by about 3 percent from the first-order value, \(-0.0870\). Both differences come from small-component exchange. Within the core it weakens the 2p spin-orbit splitting by about 3 percent, which moves the exchange term by about \(+0.0028\) cm\(^{-1}\); acting on 3d itself it contributes about \(-0.0028\) cm\(^{-1}\). The two nearly cancel in the total.

**Q:** A total with the right sign does not prove the cause. Perhaps another relativistic effect is at work.

**A:** Two controls address that. First, remove exchange between the valence electron and the core in the Dirac calculation. The 3d splitting becomes \(+0.0390\) cm\(^{-1}\), which is regular.

Second, keep exchange but give both 2p subshells one common large radial component. The splitting is \(+0.0391\) cm\(^{-1}\), again regular. So exchange alone does not invert the level; the difference between the two 2p functions is needed. Both controls also restore regular order for 4d, 5d and 6d.

**Q:** In the second control exchange is still present. Why do you not recover the direct term of 0.0419?

**A:** There is a shortfall of \(0.0419-0.0391=0.0028\) cm\(^{-1}\). It comes from the small-component exchange just mentioned. The estimate built from Dirac \(G^k\) integrals fits this: its total, \(-0.0423\), lies above the Dirac–Fock value by the same 0.0028. If valence–core exchange is kept only between large components, the control returns to within 0.0001 cm\(^{-1}\) of the direct term.

The first control gives a lower value for a different reason. Ordinary, spin-independent exchange changes the 3d function inside the core and raises the direct term. Without it, the nonrelativistic direct term is 0.0390 cm\(^{-1}\), in agreement with the Dirac control; with it, the value is 0.0419. Exchange therefore acts in both directions here, but its effect through the split 2p core is much the larger.

**Q:** A 6d electron spends far less time near the core. I would expect the exchange term to fade and the regular order to return.

**A:** Both terms fade, so what counts is their ratio. In a hydrogenic d state, the squared amplitude near the origin is proportional to

\[
\frac{(n+2)!}{n^8(n-3)!}=\frac{n(n^2-1)(n^2-4)}{n^8}
=\frac1{n^3}\left(1-\frac1{n^2}\right)\left(1-\frac4{n^2}\right).
\]

The exchange term contains \(S\) twice, at radii where 2p is appreciable, so it should follow this law roughly. From 3d to 6d the two brackets together grow from 0.494 to 0.864. The predicted ratio of exchange terms is

\[
\frac{0.864}{0.494}\cdot\frac{3^3}{6^3}=0.219 .
\]

The computed one is \(0.01773/0.08695=0.204\), about 7 percent below the prediction.

The direct term depends on \(\langle r^{-3}\rangle\), which for a hydrogenic state at fixed \(l\) falls as \(n^{-3}\), without the growing brackets. The computed \(n^3\Delta_{dir}\) does rise, but by only 10 percent from 3d to 6d. The exchange term thus gains on the direct one:

| level | direct | exchange | Dirac–Fock total |
|---|---|---|---|
| 3d | 0.0419 | −0.0870 | −0.0451 |
| 4d | 0.0187 | −0.0502 | −0.0315 |
| 5d | 0.0098 | −0.0289 | −0.0191 |
| 6d | 0.0057 | −0.0177 | −0.0120 |

All entries are in cm\(^{-1}\). The magnitude of exchange over direct rises from 2.1 for 3d to 3.1 for 6d. Higher members were not computed, but the two scaling laws give no reason for the order to revert.

**Q:** Should I now distrust the regular order of the sodium 3p doublet as well?

**A:** No. The same Dirac–Fock treatment gives \(E(3/2)-E(1/2)=+16.2\) cm\(^{-1}\) for 3p, which is regular. A 3p electron has a smaller centrifugal barrier and penetrates the core more, so a large direct term is the likely reason. In the first-order scheme the 3p direct term is about \(+12.6\) cm\(^{-1}\) and the exchange term about \(+4.1\) cm\(^{-1}\), so here exchange polarization adds to the direct term instead of opposing it. Nor do these numbers settle the d levels of other alkali atoms. The sign and size of the exchange term relative to the direct one must be evaluated in each case.

**Q:** How close is the computed 3d splitting to the measured one?

**A:** The measured doublet is inverted by roughly 0.05 cm\(^{-1}\), so the mean-field value has the right sign and size. The remaining difference should not be assigned to one cause. The calculation leaves out relaxation of the core by the valence electron beyond the first-order exchange distortion discussed above, the Breit interaction, which includes magnetic coupling between the electrons, and all correlation. Since two terms of opposite sign partly cancel in the result, a modest change in either one matters: 5 percent of the exchange term is 0.0043 cm\(^{-1}\), almost a tenth of the total splitting.

## Table of computed values

```
nuclear charge Z = 11
2p energy, Hartree-Fock, splines   = -1.79719 Ha
2p energy, Hartree-Fock, Gaussians = -1.79721 Ha
2p1/2 energy, Dirac-Fock = -1.80142 Ha
2p3/2 energy, Dirac-Fock = -1.79401 Ha
mean radius 2p1/2 = 0.79450 bohr
mean radius 2p3/2 = 0.79672 bohr
G1(3d,2p1/2) = 31.0239 cm^-1
G1(3d,2p3/2) = 31.3550 cm^-1
G3(3d,2p1/2) = 17.0616 cm^-1
G3(3d,2p3/2) = 17.2449 cm^-1
3d exchange splitting from these G = -0.0842 cm^-1
3d zeta = 0.01675 cm^-1
3d R1 = 0.11401 cm^-1
3d R3 = 0.06313 cm^-1
E(5/2)-E(3/2) in cm^-1:
3d direct term           = 0.04186
3d exchange term         = -0.08695
3d formula, sum          = -0.04509
3d Dirac-Fock            = -0.04509
3d -exchange/direct      = 2.077 (no unit)
4d direct term           = 0.01866
4d exchange term         = -0.05015
4d formula, sum          = -0.03150
4d Dirac-Fock            = -0.03154
4d -exchange/direct      = 2.688 (no unit)
5d direct term           = 0.00980
5d exchange term         = -0.02889
5d formula, sum          = -0.01909
5d Dirac-Fock            = -0.01913
5d -exchange/direct      = 2.948 (no unit)
6d direct term           = 0.00575
6d exchange term         = -0.01773
6d formula, sum          = -0.01198
6d Dirac-Fock            = -0.01201
6d -exchange/direct      = 3.084 (no unit)
n^3 * direct term, 6d over 3d      = 1.099 (no unit)
3d finite-difference exchange term = -0.08695 cm^-1
3d direct term, nd without exchange = 0.03899 cm^-1
3d Dirac, no core-valence exchange = 0.03899 cm^-1
3d Dirac-Fock, common 2p radial    = 0.03905 cm^-1
3d Dirac-Fock splitting = -1.352 GHz
3p E(3/2)-E(1/2), Dirac-Fock = 16.226 cm^-1
```
